# The Quadratic Keldysh Impact-Ionization Rate from Phase Space at Threshold

## 1. Definitions and conventions

A fast conduction electron can give up energy to lift a valence electron across the gap. One electron then becomes two electrons and a hole. These notes derive the rate of this process just above the lowest energy at which it is allowed.

The algebra uses atomic units, $\hbar=m_e=e^2/(4\pi\varepsilon_0)=1$. Numerical results are in eV and angstrom.

- $E$ is the energy of the initial electron, measured from the conduction-band edge, and $\mathbf K$ is its wavevector.
- $\mathbf k_1,\mathbf k_2$ are the wavevectors of the two final electrons, and $\mathbf k_h$ is that of the hole. A hole left by a valence electron of wavevector $\mathbf k_v$ has $\mathbf k_h=-\mathbf k_v$.
- $E_g$ is the gap, taken as direct. The electron and hole masses are $m_c$ and $m_h$, and $M=2m_c+m_h$.
- $W$ is the ionization rate of one initial electron.

Both bands are isotropic and parabolic, so $E=K^2/2m_c$. The valence band is full and the conduction band is otherwise empty. Umklapp, phonon participation and level broadening are left out. The interaction conserves each electron's spin and does not depend on it.

## 2. The threshold

Conservation of wavevector and energy requires

$$\mathbf K=\mathbf k_1+\mathbf k_2+\mathbf k_h,\qquad E=E_g+\frac{k_1^2+k_2^2}{2m_c}+\frac{k_h^2}{2m_h}.$$

To find the least final energy at given $\mathbf K$, measure each wavevector from the value it has when all three particles move with the common velocity $\mathbf K/M$:

$$\mathbf k_i=\frac{m_i}{M}\mathbf K+\mathbf u_i,\qquad \mathbf u_1+\mathbf u_2+\mathbf u_h=0.$$

The condition on the $\mathbf u_i$ follows because the masses add to $M$. Squaring gives

$$\sum_i\frac{k_i^2}{2m_i}=\frac{K^2}{2M}+\frac{\mathbf K}{M}\cdot\sum_i\mathbf u_i+\sum_i\frac{u_i^2}{2m_i}.$$

The middle term is zero and the last cannot be negative. The least kinetic energy is therefore $K^2/2M$, reached when all $\mathbf u_i=0$. The energy left for relative motion is

$$\varepsilon=E-E_g-\frac{K^2}{2M}=E\left(1-\frac{m_c}{M}\right)-E_g=E\,\frac{m_c+m_h}{M}-E_g,$$

where $K^2=2m_cE$ was used. Ionization needs $\varepsilon\ge0$, so

$$E_{\rm th}=E_g\frac{2m_c+m_h}{m_c+m_h},\qquad \varepsilon=E_gx,\qquad x=\frac{E}{E_{\rm th}}-1.$$

The threshold exceeds the gap because the products must carry the initial momentum, and with it some kinetic energy. For $m_h\gg m_c$ the hole absorbs momentum at little cost and $E_{\rm th}\to E_g$. For $m_h=m_c$ the result is $3E_g/2$, and for $m_h\ll m_c$ it approaches $2E_g$.

## 3. Final-state phase space

Eliminate the hole with $\mathbf u_h=-(\mathbf u_1+\mathbf u_2)$. The relative energy becomes

$$Q=\frac{u_1^2+u_2^2}{2m_c}+\frac{|\mathbf u_1+\mathbf u_2|^2}{2m_h}.$$

The rotation $\mathbf s=(\mathbf u_1+\mathbf u_2)/\sqrt2$, $\mathbf t=(\mathbf u_1-\mathbf u_2)/\sqrt2$ has unit Jacobian. Since $u_1^2+u_2^2=s^2+t^2$ and $|\mathbf u_1+\mathbf u_2|^2=2s^2$,

$$Q=\frac{t^2}{2m_c}+\frac{s^2}{2m_s},\qquad \frac1{m_s}=\frac1{m_c}+\frac2{m_h}=\frac{M}{m_cm_h}.$$

The density of final states per unit energy, for unit volume and without spin, is

$$\rho(\varepsilon)=\int\frac{d^3k_1\,d^3k_2}{(2\pi)^6}\,\delta(\varepsilon-Q).$$

Scale the variables by $\mathbf t=\sqrt{2m_c}\,\mathbf y_t$ and $\mathbf s=\sqrt{2m_s}\,\mathbf y_s$. Then $Q=y^2$, where $y$ is the length of the six-component vector $(\mathbf y_t,\mathbf y_s)$, and the volume element gains the factor $(2m_c)^{3/2}(2m_s)^{3/2}=8(m_cm_s)^{3/2}$.

The surface area $\Omega_6$ of the unit sphere in six dimensions follows from a Gaussian integral:

$$\pi^3=\int d^6y\,e^{-y^2}=\Omega_6\int_0^\infty y^5e^{-y^2}dy=\Omega_6.$$

With $\delta(\varepsilon-y^2)=\delta(y-\sqrt\varepsilon)/(2\sqrt\varepsilon)$,

$$\int d^6y\,\delta(\varepsilon-y^2)=\pi^3\frac{\varepsilon^{5/2}}{2\sqrt\varepsilon}=\frac{\pi^3\varepsilon^2}{2}.$$

Collecting factors, $8\cdot\pi^3/2=4\pi^3$ and $4\pi^3/(2\pi)^6=1/(16\pi^3)$. Hence

$$\rho(\varepsilon)=\frac{1}{16\pi^3}\left(\frac{m_c^2m_h}{M}\right)^{3/2}\varepsilon^2.$$

The square comes from counting. Three final particles have nine momentum components, and momentum conservation removes three. The accessible volume in the remaining six grows as $(\sqrt\varepsilon)^6=\varepsilon^3$, and its derivative with respect to energy grows as $\varepsilon^2$.

## 4. Spin, exchange and the golden rule

Let the initial electron have spin up. In the direct process it goes to $\mathbf k_1$ and the valence electron goes to $\mathbf k_2$, with amplitude $U_D$. In the exchange process the destinations are interchanged, with amplitude $U_E$.

If the valence electron has spin down, the final electrons are distinguishable by spin. Let $\mathbf k_1$ label the spin-up one. The amplitude is $U_D$, and every ordered pair $(\mathbf k_1,\mathbf k_2)$ is a separate final state.

If the valence electron has spin up, antisymmetry gives the amplitude $U_D-U_E$. Interchanging $\mathbf k_1$ and $\mathbf k_2$ gives the same state, so a sum over ordered pairs needs a factor $1/2$.

For a crystal of volume $\mathcal V$ each Coulomb matrix element is $U/\mathcal V$, while the double sum over wavevectors supplies $\mathcal V^2$. The volume cancels, and the golden rule reads

$$W=2\pi\int\frac{d^3k_1\,d^3k_2}{(2\pi)^6}\,B\,\delta(\varepsilon-Q),\qquad B=|U_D|^2+\tfrac12|U_D-U_E|^2.$$

At threshold $\mathbf k_1=\mathbf k_2=m_c\mathbf K/M$, so interchanging the final electrons changes nothing and $U_D=U_E\equiv U_{\rm th}$. The like-spin term vanishes there, as the Pauli principle requires for two electrons of equal spin and wavevector. If the like-spin interference were dropped, the bracket would be $|U_D|^2+\frac12(|U_D|^2+|U_E|^2)$, which is $2|U_{\rm th}|^2$ at threshold. Exchange thus halves that estimate.

## 5. The Keldysh rate and its matrix-element assumptions

Suppose that the amplitudes are continuous at threshold and that $U_{\rm th}\ne0$. As $\varepsilon\to0$ the allowed final states shrink to one point in relative momentum, so $B$ may be replaced by $|U_{\rm th}|^2$. Then $W\to2\pi|U_{\rm th}|^2\rho(E_gx)$, or

$$W\simeq P\left(\frac{E}{E_{\rm th}}-1\right)^2,\qquad P=\frac{|U_{\rm th}|^2E_g^2}{8\pi^2}\left(\frac{m_c^2m_h}{M}\right)^{3/2},$$

for $E$ just above $E_{\rm th}$, and $W=0$ below it.

Continuity and a nonzero threshold value are sufficient for this result. If the amplitudes are continuous but vanish at threshold, the rate rises faster than the square, as Section 7 shows for one case. A constant matrix element is a stronger assumption than the threshold law requires. If $B$ is constant, the quadratic form holds at every $E>E_{\rm th}$ for which the bands are parabolic, because $\rho\propto\varepsilon^2$ was obtained without expanding in $\varepsilon$.

## 6. A Coulomb amplitude from the band states

For statically screened Coulomb interaction with dielectric constant $\kappa$, the direct amplitude is $4\pi/(\kappa q^2)$ times two overlaps of cell-periodic functions, with $\mathbf q=\mathbf K-\mathbf k_1$. The overlap between the two conduction states is set to one.

For the interband overlap, use first-order $\mathbf k\cdot\mathbf p$ theory for a nondegenerate valence band $v$ and conduction band $c$. Let $\mathbf p_{cv}=\langle c|\mathbf p|v\rangle$ at the band edge. The conduction state acquires a valence component with energy denominator $+E_g$, and the valence state a conduction component with denominator $-E_g$:

$$|u_{c\mathbf k_2}\rangle\simeq|c\rangle+\frac{\mathbf k_2\cdot\mathbf p_{cv}^*}{E_g}|v\rangle,\qquad |u_{v\mathbf k_v}\rangle\simeq|v\rangle-\frac{\mathbf k_v\cdot\mathbf p_{cv}}{E_g}|c\rangle.$$

Their overlap to first order is

$$\langle u_{c\mathbf k_2}|u_{v\mathbf k_v}\rangle\simeq\frac{(\mathbf k_2-\mathbf k_v)\cdot\mathbf p_{cv}}{E_g}=\frac{\mathbf q\cdot\mathbf p_{cv}}{E_g},$$

because $\mathbf k_2-\mathbf k_v=\mathbf k_2+\mathbf k_h=\mathbf K-\mathbf k_1$. Other bands enter this overlap only at second order, because a first-order remote component of one state is orthogonal to the band-edge part of the other.

Take $\mathbf p_{cv}=p_{cv}\mathbf d$ with $\mathbf d$ a real unit vector, choose the phase so that $p_{cv}>0$, and define the length $a=p_{cv}/E_g$. Then

$$U_D=\frac{4\pi a}{\kappa}\frac{\mathbf d\cdot\mathbf q}{q^2},\qquad U_E=\frac{4\pi a}{\kappa}\frac{\mathbf d\cdot\mathbf q'}{q'^2},\qquad \mathbf q'=\mathbf K-\mathbf k_2.$$

At threshold both transfers equal $\mathbf K(m_c+m_h)/M$, which is parallel to $\mathbf K$. If $\psi$ is the angle between $\mathbf K$ and $\mathbf d$,

$$U_{\rm th}=\frac{4\pi a\cos\psi}{\kappa q_{\rm th}},\qquad q_{\rm th}^2=2m_cE_{\rm th}\left(\frac{E_g}{E_{\rm th}}\right)^2=\frac{2m_cE_g^2}{E_{\rm th}}.$$

Thus $P=P_\parallel\cos^2\psi$, where $P_\parallel$ is the value at $\psi=0$.

## 7. When the threshold amplitude vanishes

For $\mathbf K\perp\mathbf d$ the amplitude is zero at threshold, and the rate comes from the spread of momenta around that point. On the energy shell the six components of $\mathbf y$ are equivalent and $y^2=\varepsilon$, so each has mean square $\varepsilon/6$. For any Cartesian component $i$,

$$\langle t_i^2\rangle=\frac{m_c\varepsilon}{3},\qquad \langle s_i^2\rangle=\frac{m_s\varepsilon}{3}.$$

Since $\mathbf u_1=(\mathbf s+\mathbf t)/\sqrt2$ and $\mathbf s,\mathbf t$ are uncorrelated,

$$\langle u_{1i}^2\rangle=\frac{\varepsilon}{6}(m_c+m_s)=\frac{\varepsilon m_c}{6}\,\frac{M+m_h}{M}=\frac{\varepsilon m_c}{3}\frac{E_g}{E_{\rm th}},$$

where $M+m_h=2(m_c+m_h)$. Also $\langle(u_{1i}-u_{2i})^2\rangle=2\langle t_i^2\rangle=2m_c\varepsilon/3$.

To leading order the component of $\mathbf q$ along $\mathbf d$ is $-u_{1d}$, and $q^2$ may be set to $q_{\rm th}^2$. Relative to the parallel value $|U_\parallel|^2=(4\pi a/\kappa q_{\rm th})^2$,

$$\frac{\langle B\rangle}{|U_\parallel|^2}=\frac{\langle u_{1d}^2\rangle+\frac12\langle(u_{1d}-u_{2d})^2\rangle}{q_{\rm th}^2}
=\frac{m_c\varepsilon}{3q_{\rm th}^2}\left(\frac{E_g}{E_{\rm th}}+1\right).$$

Insert $\varepsilon=E_gx$ and $q_{\rm th}^2$:

$$W_\perp\simeq P_\parallel\,\frac{E_g+E_{\rm th}}{6E_g}\,x^3.$$

An amplitude that vanishes linearly in the relative momenta adds one power of $\varepsilon$ to the rate. The quadratic law is therefore a statement about phase space and the matrix element together.

For intermediate angles, $B$ is quadratic in $\mathbf d$, and its shell average is symmetric under rotation about $\mathbf K$. It follows that $W=W_\parallel\cos^2\psi+W_\perp\sin^2\psi$ in this model. Sufficiently close to threshold the first term dominates unless $\cos\psi=0$.

This conclusion relies on a nondegenerate valence band with $\mathbf d$ fixed in the crystal. It does not carry over to the heavy hole of a degenerate valence edge in the spherical (Kane) approximation. At threshold $\mathbf k_2$ and $\mathbf k_v$ are collinear. About their common axis the heavy-hole states have angular momentum $\pm3/2$ and the conduction states $\pm1/2$, so their overlap vanishes for every direction of $\mathbf K$. That channel starts as $x^3$, and a quadratic term in it requires band structure beyond the spherical approximation.

## 8. The first correction for $\mathbf K\parallel\mathbf d$

Three effects change the parallel rate at relative order $x$. First, the central momentum transfer $q_0=K(m_c+m_h)/M$ grows with energy, so $q_0^{-2}=q_{\rm th}^{-2}/(1+x)$. This contributes $-x$.

Second, $\mathbf q$ spreads around $\mathbf q_0$. With $z$ along $\mathbf K$, the direct term contains $f=q_z^2/q^4$. At $\mathbf q=q_0\hat{\mathbf z}$ its Laplacian is $(2-16+12)/q_0^4=-2/q_0^4$; the three numbers come from differentiating $q_z^2$ twice, from the cross term, and from $\nabla^2q^{-4}=12q^{-6}$. The average shift is half the Laplacian times $\langle u_{1i}^2\rangle$. Relative to $f=1/q_0^2$ this is

$$-\frac{\langle u_{1i}^2\rangle}{q_0^2}\simeq-\frac{\varepsilon}{6E_g}=-\frac{x}{6}.$$

Third, like-spin pairs begin to contribute. At $q_0\hat{\mathbf z}$ the gradient of $q_z/q^2$ is $-\hat{\mathbf z}/q_0^2$, so the like-spin to unlike-spin ratio is

$$\frac{\langle(u_{1z}-u_{2z})^2\rangle}{2q_{\rm th}^2}=\frac{m_c\varepsilon}{3q_{\rm th}^2}=\frac{E_{\rm th}}{6E_g}\,x.$$

Together,

$$\frac{W_\parallel}{P_\parallel x^2}=1-\left(\frac76-\frac{E_{\rm th}}{6E_g}\right)x+O(x^2).$$

## 9. Worked example

Take the round model parameters $E_g=3$ eV, $m_c=0.2$, $m_h=0.8$, $\kappa=5$ and $a=1$ Å, with $\mathbf K\parallel\mathbf d$. The masses and $a$ are treated as independent inputs, because remote bands also affect the masses. Keeping the masses isotropic assumes that the remote bands offset the anisotropy which the coupling along $\mathbf d$ alone would cause. The coupling to $v$ supplies $2p_{cv}^2/E_g=2a^2E_g=0.79$ of $1/m_c-1=4$ along $\mathbf d$ and nothing across it. The positive remainder must come from other bands below the conduction band. These are further ionization channels and are not counted here, so the example is one channel of a model, not a material. Then $M=1.2$ and

$$E_{\rm th}=3\times\frac{1.2}{1.0}=3.6\ \text{eV}.$$

The initial wavevector at threshold is $0.4347$ Å$^{-1}$, and the momentum transfer is $0.4347\times1.0/1.2=0.3623$ Å$^{-1}$. The interband overlap is $aq_{\rm th}=0.36$. This is not very small, so the first-order overlap is part of the model rather than a precise band-structure result. For scale, the two-band Hamiltonian with diagonal elements $0$ and $E_g$ and coupling $kp_{cv}$ mixes the bands by the angle $\frac12\arctan(2ak)$. At the threshold wavevectors it gives an interband overlap of 0.33 and a squared conduction overlap of 0.92 instead of one, which together would lower $P$ by about a quarter. The amplitude $4\pi a/(\kappa q_{\rm th})$, converted from atomic units, is $99.9$ eV Å$^3$.

At $x=0.1$ the initial energy is $3.96$ eV and $\varepsilon=3\times0.1=0.3$ eV. The formula for $\rho$ gives $1.786\times10^{-9}$ eV$^{-1}$ Å$^{-6}$. The quadratic law then yields

$$\hbar W=2\pi(99.9)^2(1.786\times10^{-9})=1.12\times10^{-4}\ \text{eV},$$

or $W=1.70\times10^{11}$ s$^{-1}$. Division by $x^2=0.01$ gives $\hbar P=1.12\times10^{-2}$ eV and $P=1.70\times10^{13}$ s$^{-1}$.

The full rate of the same model follows from integrating $B$ over all final momenta. The energy delta function fixes the relative momentum of the second electron and the hole in magnitude. The other five variables were integrated numerically, by Gauss–Legendre quadrature for the radial and polar variables and equally spaced points for the azimuths.

| $x$ | $E$ (eV) | full $\hbar W$ (eV) | full/quadratic | like-spin share |
|---|---|---|---|---|
| 0.01 | 3.636 | $1.109\times10^{-6}$ | 0.990 | 0.002 |
| 0.05 | 3.780 | $2.670\times10^{-5}$ | 0.954 | 0.009 |
| 0.10 | 3.960 | $1.021\times10^{-4}$ | 0.911 | 0.018 |
| 0.20 | 4.320 | $3.748\times10^{-4}$ | 0.837 | 0.032 |
| 0.50 | 5.400 | $1.876\times10^{-3}$ | 0.670 | 0.063 |

The last column is the like-spin part divided by the full rate. The first-order correction of Section 8 is $1-0.967x$ here. It gives 0.990 at $x=0.01$ and 0.903 at $x=0.1$, against 0.911 from the integration. At $x=0.5$ it gives 0.52 against 0.67, so higher orders matter. Relative to the full model rate, the quadratic law is about 10% too high at $x=0.1$ and about 49% too high at $x=0.5$.

For $\mathbf K\perp\mathbf d$, the cubic coefficient is $(3+3.6)/18=0.367$ in units of $P_\parallel$. Integration at $x=0.001$ gives 0.366. Between $x=0.001$ and $0.002$ the integrated rates have local exponents 1.999 for the parallel direction and 2.997 for the perpendicular one.

## 10. What the assumptions mean for a real band

At threshold the products share $3.6-3.0=0.6$ eV of kinetic energy in proportion to their masses: 0.1 eV for each electron and 0.4 eV for the hole. The initial electron lies 3.6 eV above the band edge. In this example the parabolic form is therefore stretched much further for the initial state than for the final electrons.

The square does not depend on the initial band being parabolic. Along a fixed direction let its dispersion be $E(K)$, while the final bands remain parabolic. Then $\varepsilon=E(K)-E_g-K^2/2M$ and

$$\frac{d\varepsilon}{dE}=1-\frac{K/M}{dE/dK}.$$

If this slope is finite and positive at threshold, $\varepsilon$ is linear in $E-E_{\rm th}$ near it, and the rate is still quadratic. The threshold and prefactor change, and the change can be large. For $E(1+\alpha E)=K^2/2m_c$ with the parameters of Section 9, $\varepsilon=E-E_g-E(1+\alpha E)/6$. With $\alpha=1/E_g$ the threshold moves from 3.6 to 6.0 eV and the slope there is $1/6$ instead of $5/6$. For $\alpha>25/72$ eV$^{-1}$, $\varepsilon$ stays negative and this channel has no threshold. If the initial group velocity equals the common final velocity $K/M$, the slope vanishes and this linear expansion fails.

An anisotropic band can have a threshold that depends on direction. Suppose it has an isolated minimum $E_0$ and rises quadratically with angle around it. The solid angle with threshold between $E_0+\eta$ and $E_0+\eta+d\eta$ is then proportional to $d\eta$. With $\Delta=E-E_0$ and a smooth prefactor, the directional average behaves as

$$\int_0^\Delta(\Delta-\eta)^2d\eta=\frac{\Delta^3}{3}.$$

A quadratic law for each direction can thus become cubic after averaging.

Static screening is a further assumption. The initial electron gives up $3.6-0.1=3.5$ eV at threshold, which exceeds the gap, so the frequency dependence of the dielectric response may matter. If the resulting amplitude is continuous and nonzero at threshold, it changes $P$ and the corrections but leaves the leading power at two.

All numerical values are calculated from the stated model.
